\section*{Casimir Free Path of a Long Square Fin with Diffuse Walls}

\section{Definitions and conventions}

A straight fin runs along the $z$ axis. Its cross-section is the square $0<x<a$, $0<y<a$, with area $A=a^2$. All four long faces scatter phonons diffusely. The fin is much longer than $a$, and the region considered is far from its ends.

Phonons carry energy at one speed $v$, the same in every direction, and have heat capacity $C$ per unit volume. The unit vector $\mathbf n$ is the flight direction, $\theta$ is its angle to the $z$ axis, and $\phi$ is the angle of its projection on the cross-section, measured from the $x$ axis. Thus
\begin{equation}
\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),
\qquad d\Omega=\sin\theta\,d\theta\,d\phi .
\end{equation}
Angle brackets without further comment denote an average over the cross-section and over all directions:
\begin{equation}
\langle F\rangle=\frac1A\int dA\int\frac{d\Omega}{4\pi}\,F .
\end{equation}

The temperature $T(z)$ has a small constant gradient $T'=dT/dz$. With $q$ the axial heat flux averaged over the cross-section, the conductivity $\kappa$ and the effective free path $\Lambda$ are defined by
\begin{equation}
q=-\kappa T',\qquad \kappa=\tfrac13\,C v\Lambda .
\label{eq:def}
\end{equation}
When there is no scattering inside the fin, $\Lambda$ is called the Casimir free path and written $\Lambda_{\rm C}$. The result to be derived is
\begin{equation}
\Lambda_{\rm C}=a\left[\frac32\ln(1+\sqrt2)-\frac{\sqrt2-1}{2}\right]\approx1.115\,a .
\label{eq:result}
\end{equation}
To six figures the factor is $1.11495$, so to three figures it is $1.11$; the value $1.12$ is slightly high.

\section{From the transport equation to a distance average}

Let $e(\mathbf r,\mathbf n)$ be the phonon energy per unit volume and unit solid angle. In local equilibrium it is $e_0=U(T)/4\pi$, where $dU/dT=C$. Write $e=e_0(T(z))+h$. Without internal scattering, energy is conserved along a flight, so in the steady state $v\,\mathbf n\cdot\nabla e=0$. Since $\mathbf n\cdot\nabla T=\cos\theta\,T'$,
\begin{equation}
\mathbf n\cdot\nabla h=-\frac{C}{4\pi}\cos\theta\,T' .
\label{eq:bte}
\end{equation}
To first order in the gradient, $C$ is a constant here.

A diffuse wall forgets the direction of arrival and emits with $e$ independent of direction. Suppose that it emits at the local temperature $T(z)$. Then $h=0$ for phonons leaving it. Let $L(\mathbf r,\mathbf n)$ be the distance from $\mathbf r$ back along $-\mathbf n$ to the wall. Moving forward by a small distance along $\mathbf n$ increases $L$ by that distance, so $\mathbf n\cdot\nabla L=1$. Both $\cos\theta$ and $T'$ are constant along the flight, and the solution of \eqref{eq:bte} that vanishes at emission is
\begin{equation}
h=-\frac{C}{4\pi}\,T'\cos\theta\,L .
\label{eq:h}
\end{equation}

The assumed wall temperature must agree with energy balance. Reversing the sign of $n_z$ leaves $L$ unchanged, because the cross-section does not depend on $z$. Hence $h$ is odd in $\cos\theta$. The energy that $h$ delivers to a wall point is an integral over arriving directions, a set unchanged by this reversal, and it vanishes. The wall therefore receives what it emits at $T(z)$, and no net heat passes through the side faces.

The axial flux is the average of $v\cos\theta\,e$. Its equilibrium part vanishes because it is odd in $\cos\theta$. The part from $h$ gives
\begin{equation}
q=\frac1A\int dA\int d\Omega\,v\cos\theta\,h
=-CvT'\,\langle\cos^2\theta\,L\rangle .
\end{equation}
Comparison with \eqref{eq:def} yields
\begin{equation}
\Lambda_{\rm C}=3\langle\cos^2\theta\,L\rangle .
\label{eq:avg}
\end{equation}
One factor $\cos\theta$ measures how fast the phonon carries energy along the axis. The other measures how much the temperature at its place of emission differs from the local one. The factor 3 makes $\Lambda$ equal to $L$ if $L$ is the same constant everywhere, since $\langle\cos^2\theta\rangle=1/3$.

\section{Reduction to chords of the cross-section}

Let $s$ be the length of the backward path projected on the cross-section. Then $L=s/\sin\theta$, and $s$ depends on position and $\phi$ but not on $\theta$. The factor $1/\sin\theta$ cancels the one in $d\Omega$:
\begin{align}
\Lambda_{\rm C}
&=\frac{3}{4\pi A}\int_0^\pi\cos^2\theta\,d\theta
\int_0^{2\pi}d\phi\int dA\,s \notag\\
&=\frac{3}{8A}\int_0^{2\pi}d\phi\int dA\,s ,
\label{eq:planar}
\end{align}
because the polar integral equals $\pi/2$.

For fixed $\phi$, divide the cross-section into parallel chords. Let $p$ be the offset perpendicular to them and $c(p)$ the chord length. The area element is $dA=dp\,ds$, and $s$ runs from $0$ to $c$ on each chord. Therefore
\begin{equation}
J(\phi)\equiv\int dA\,s=\int dp\int_0^c s\,ds=\frac12\int dp\,c^2 .
\label{eq:J}
\end{equation}
The second moment of the chord length enters, because a long chord both contains more phonons and gives them longer backward paths.

\section{The square}

Take $0\le\phi\le\pi/4$ and set $p=-x\sin\phi+y\cos\phi$. The corners $(a,0)$, $(0,0)$, $(a,a)$ and $(0,a)$ have offsets
\begin{equation}
-a\sin\phi,\qquad 0,\qquad a(\cos\phi-\sin\phi),\qquad a\cos\phi ,
\end{equation}
in increasing order. They divide the chords into three groups.

Between the second and third offsets, a chord joins the faces $x=0$ and $x=a$. Its length is $a/\cos\phi$, and this group has width $a(\cos\phi-\sin\phi)$.

The two outer groups each have width $a\sin\phi$. Their chords cut off a corner, so the length rises linearly from zero at the corner to $a/\cos\phi$. The mean square of a quantity rising linearly from zero is one third of its final square. Hence
\begin{align}
J(\phi)
&=\frac12\,\frac{a^2}{\cos^2\phi}
\left[a(\cos\phi-\sin\phi)+2\cdot\frac{a\sin\phi}{3}\right]\notag\\
&=\frac{a^3}{2\cos^2\phi}\left[\cos\phi-\frac{\sin\phi}{3}\right]\notag\\
&=a^3\left[\frac{1}{2\cos\phi}-\frac{\sin\phi}{6\cos^2\phi}\right].
\label{eq:Jsq}
\end{align}
At $\phi=0$ this is $a^3/2$, as it must be: all chords have length $a$, and the mean distance back to the wall is $a/2$. At $\phi=0.5$ rad, tracing paths from a grid of points and formula \eqref{eq:Jsq} both give $0.4660\,a^3$.

Quarter turns and reflection in a diagonal map the square onto itself, so the full circle of directions consists of eight equivalent sectors. The two integrals needed are
\begin{align}
\int_0^{\pi/4}\frac{d\phi}{\cos\phi}
&=\left[\ln\left(\frac1{\cos\phi}+\tan\phi\right)\right]_0^{\pi/4}
=\ln(1+\sqrt2),\\
\int_0^{\pi/4}\frac{\sin\phi}{\cos^2\phi}\,d\phi
&=\left[\frac1{\cos\phi}\right]_0^{\pi/4}=\sqrt2-1 .
\end{align}
Thus
\begin{align}
\int_0^{2\pi}J\,d\phi
&=8a^3\left[\frac12\ln(1+\sqrt2)-\frac{\sqrt2-1}{6}\right]\notag\\
&=4a^3\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right].
\end{align}
Multiplication by $3/(8a^2)$ gives \eqref{eq:result}. A direct numerical average of \eqref{eq:avg}, with flights traced in three dimensions, gives $1.1150\,a$.

\section{The same free path from diffusion between walls}

The result can also be reached by following energy from wall to wall. Let $\psi$ be the angle between the projected flight and the inward wall normal. Diffuse emission has probability proportional to the normal component of velocity, hence to $\sin\theta\cos\psi$. Including the solid-angle factor, the normalized probability is
\begin{equation}
dP=\frac1\pi\sin^2\theta\cos\psi\,d\theta\,d\psi,
\qquad 0<\theta<\pi,\quad |\psi|<\frac\pi2 .
\end{equation}

Starting points uniform over the wall lead to landing points that are also uniform. The reason is reversibility: with this emission law, the rate of flights from one small wall element to another equals the reverse rate when both emit equally per unit area. Summed over all partners, each element receives as much as it emits.

Let $P_{\rm w}=4a$ be the perimeter and $u$ the position along it. Since $\cos\psi\,du=dp$, an average over starting points and $\psi$ becomes an integral over directed chords. The mean flight length is
\begin{align}
\overline L
&=\frac1\pi\int_0^\pi\sin\theta\,d\theta\;
\frac1{P_{\rm w}}\int_0^{2\pi}d\phi\int dp\,c \notag\\
&=\frac2\pi\,\frac{2\pi A}{P_{\rm w}}=\frac{4A}{P_{\rm w}}=a ,
\end{align}
where $\int dp\,c=A$ for each direction. The axial displacement in a flight is $\zeta=c\cos\theta/\sin\theta$, so
\begin{align}
\overline{\zeta^2}
&=\frac1\pi\int_0^\pi\cos^2\theta\,d\theta\;
\frac1{P_{\rm w}}\int_0^{2\pi}d\phi\int dp\,c^2\notag\\
&=\frac1{P_{\rm w}}\int_0^{2\pi}J\,d\phi
=\frac{8A\Lambda_{\rm C}}{3P_{\rm w}}
=\frac23\,a\Lambda_{\rm C}.
\end{align}
The last steps use $\int dp\,c^2=2J$ and \eqref{eq:planar}.

Successive flights are connected through their landing points, but each new axial sign is chosen independently with equal chances. Products of displacements from different flights therefore average to zero. After many flights, the mean square displacement grows by $\overline{\zeta^2}$ per mean flight time $\overline L/v$, and the diffusion coefficient is
\begin{equation}
D=\frac{v\,\overline{\zeta^2}}{2\overline L}=\frac{v\Lambda_{\rm C}}3 .
\end{equation}
With $\kappa=CD$, this agrees with \eqref{eq:def}. Sampled flights give $\overline L=1.000\,a$, $\overline{\zeta^2}=0.7433\,a^2$ and a free path of $1.1150\,a$.

The plain mean chord length between walls is thus $a$, not $1.115a$. The heat current depends on the mean square axial displacement, to which long flights contribute more strongly.

\section{How long is long?}

The contribution to $\Lambda_{\rm C}$ is distributed over polar angle as $\cos^2\theta\,d\theta$. It does not vanish towards the axis: few phonons travel there, but their flights are long. The share within an angle $\delta$ of either axial direction is
\begin{equation}
\frac{2\int_0^\delta\cos^2\theta\,d\theta}{\pi/2}
=\frac{2\delta+\sin2\delta}{\pi}
\approx\frac{4\delta}{\pi}\quad(\delta\ll1).
\end{equation}
For $\delta=0.1$ rad the share is $12.7\%$. A flight at this angle across a chord of length $a$ advances by about $10a$. At a distance $d\gg a$ from an end, flights with $\delta\lesssim a/d$ reach back to that end before they reach a side face. If the contact there emits at a fixed temperature, these flights are cut short, and the local free path is lowered by a relative amount of order $a/d$. Averaging $a/d$ along a fin of length $L_{\rm f}$, from $d\sim a$ upwards, gives a relative end correction of order $(a/L_{\rm f})\ln(L_{\rm f}/a)$. Its coefficient is not calculated here.

\section{A round wire for comparison}

For a circle of radius $R$, a chord at distance $p$ from the centre has length $c=2\sqrt{R^2-p^2}$. For every direction,
\begin{equation}
J=\frac12\int_{-R}^{R}4(R^2-p^2)\,dp
=2\left(2R^3-\frac{2R^3}{3}\right)=\frac{8R^3}{3}.
\end{equation}
Equation \eqref{eq:planar} then gives
\begin{equation}
\Lambda_{\rm C}=\frac{3}{8\pi R^2}\,2\pi\,\frac{8R^3}{3}=2R .
\end{equation}
The free path of a round wire is its diameter. A circle with the area of the square has diameter $2a/\sqrt\pi\approx1.128a$. Replacing the square by this circle overestimates its Casimir free path by $1.2\%$.

\section{Scattering inside the fin}

Suppose that phonons also relax towards local equilibrium inside the fin, with one free path $\ell$. This describes resistive scattering, which destroys the heat current. Momentum-conserving (normal) phonon collisions relax towards a drifting distribution instead and are not covered by this model. Equation \eqref{eq:bte} gains a loss term:
\begin{equation}
\mathbf n\cdot\nabla h+\frac h\ell=-\frac C{4\pi}\cos\theta\,T' .
\end{equation}
With $h=0$ at emission, its solution is \eqref{eq:h} with $L$ replaced by $\ell(1-e^{-L/\ell})$. It remains odd in $\cos\theta$, so the local energy density still corresponds to $T(z)$. Therefore
\begin{equation}
\Lambda(\ell)=3\left\langle\cos^2\theta\,
\ell\left(1-e^{-L/\ell}\right)\right\rangle .
\label{eq:bulk}
\end{equation}

\subsection{Strong internal scattering}

For $\ell\ll a$, use $\ell(1-e^{-L/\ell})=\int_0^L e^{-t/\ell}dt$. The fraction of the cross-section with $L>t$ is the overlap of the square with a copy displaced by the projection of $t\mathbf n$:
\begin{equation}
\left(1-\frac{t\sin\theta|\cos\phi|}{a}\right)
\left(1-\frac{t\sin\theta|\sin\phi|}{a}\right),
\end{equation}
as long as both factors are positive. This holds at least up to $t=a$, so extending the $t$ integral to infinity costs terms that are exponentially small in $a/\ell$. The integrals of $e^{-t/\ell}$ times $1$, $t$ and $t^2$ are $\ell$, $\ell^2$ and $2\ell^3$. The required angular averages are
\begin{align}
3\langle\cos^2\theta\sin\theta\rangle&=\frac{3\pi}{16},&
\langle|\cos\phi|+|\sin\phi|\rangle&=\frac4\pi,\\
3\langle\cos^2\theta\sin^2\theta\rangle&=\frac25,&
\langle|\cos\phi\sin\phi|\rangle&=\frac1\pi .
\end{align}
Consequently,
\begin{equation}
\frac{\Lambda}{\ell}=1-\frac34\frac\ell a
+\frac4{5\pi}\frac{\ell^2}{a^2}
\label{eq:short}
\end{equation}
up to those exponentially small terms. The linear term is the loss near the four faces; the quadratic term corrects for counting that loss twice near the edges. At $\ell=0.02a$, the integral and \eqref{eq:short} both give $0.98510$.

\subsection{Weak internal scattering}

For $\ell\gg a$, the reduction below the Casimir value is
\begin{equation}
\Lambda_{\rm C}-\Lambda(\ell)=3\left\langle\cos^2\theta
\left[L-\ell(1-e^{-L/\ell})\right]\right\rangle .
\end{equation}
Where $L\ll\ell$, the square bracket is $L^2/(2\ell)=s^2/(2\ell\sin^2\theta)$. Near each axial direction its polar integral behaves as $\int d\theta/\theta$. The growth stops at $\theta\sim a/\ell$, where $L$ becomes comparable with $\ell$, so each end contributes $\ln(\ell/a)$ to leading logarithmic order. The two ends together give
\begin{equation}
\Lambda_{\rm C}-\Lambda(\ell)\simeq
\frac{3}{4\pi A}\,\frac{2}{2\ell}\ln\frac\ell a
\int_0^{2\pi}d\phi\int dA\,s^2 .
\end{equation}
To evaluate the last integral, write $s^2=2\int_0^s t\,dt$. Since $t\,dt\,d\phi$ is an area element and every point of a square can be reached from every other by a straight path inside it, the integral is $2A^2$. Thus
\begin{equation}
\Lambda_{\rm C}-\Lambda(\ell)\simeq
\frac{3}{2\pi}\frac{a^2}{\ell}\ln\frac\ell a .
\label{eq:log}
\end{equation}
The coefficient $3/(2\pi)=0.4775$ compares with $0.4772$ obtained numerically from the change of $\ell(\Lambda_{\rm C}-\Lambda)/a^2$ with $\ln\ell$. Equation \eqref{eq:log} keeps only the logarithm. The next term, about $0.44\,a^2/\ell$, is not small beside it at moderate $\ell/a$: at $\ell=10a$, \eqref{eq:log} gives $0.110a$, while \eqref{eq:bulk} gives a reduction of $0.156a$.

\subsection{The inverse-sum rule}

A simple estimate adds inverse free paths:
\begin{equation}
\frac1{\Lambda_{\rm sum}}=\frac1{\Lambda_{\rm C}}+\frac1\ell .
\end{equation}
For weak internal scattering its reduction is $\Lambda_{\rm C}^2/\ell$, without the logarithm in \eqref{eq:log}, so it overestimates $\Lambda$ when $\ell/a$ is large enough. For strong internal scattering it gives $\Lambda_{\rm sum}/\ell\simeq1-0.897\,\ell/a$, which lies below \eqref{eq:short}. Its error therefore changes sign. At $\ell=a$ it is already an overestimate: $0.527a$ against $0.517a$ from \eqref{eq:bulk}.

\section{Worked example}

Take the round model parameters $a=20$ nm, $\ell=200$ nm, $C=1.0$ MJ\,m$^{-3}$\,K$^{-1}$ and $v=5.0$ km\,s$^{-1}$. They represent no particular material. The Casimir values are
\begin{align}
\Lambda_{\rm C}&=1.11495\times20\ \text{nm}=22.3\ \text{nm},\\
\kappa_{\rm C}&=\frac{(1.0\times10^6)(5.0\times10^3)(22.30\times10^{-9})}{3}
\ \frac{\text W}{\text{m K}}
=37.2\ \frac{\text W}{\text{m K}} .
\end{align}
Here $\ell/a=10$, for which \eqref{eq:bulk} gives $\Lambda/a=0.9592$. Hence $\Lambda=0.9592\times20\ \text{nm}=19.2$ nm and $\kappa=32.0$ W\,m$^{-1}$\,K$^{-1}$. The same model without walls has $\kappa=333$ W\,m$^{-1}$\,K$^{-1}$, so the walls reduce the conductivity by a factor of about ten.

The inverse-sum rule gives
\begin{equation}
\Lambda_{\rm sum}=\left(\frac1{22.30}+\frac1{200}\right)^{-1}\text{nm}
=20.1\ \text{nm},
\end{equation}
or $33.4$ W\,m$^{-1}$\,K$^{-1}$, which is $4.6\%$ above the value from \eqref{eq:bulk}.

An internal free path ten times the side is not yet close to the Casimir limit: $\Lambda$ lies $14\%$ below $\Lambda_{\rm C}$. At $\ell/a=100$ the reduction is $2.4\%$, and at $\ell/a=1000$ it is $0.3\%$. Near-axial flights are long enough to be interrupted even when $\ell$ greatly exceeds the side. These percentages follow from the free paths that the program prints for each $\ell/a$.

\section{Where the result applies}

The factor $1.115$ is geometric and does not contain $v$ or $C$. It assumes that the phonon wavelengths are much shorter than the side, so that flights can be treated as rays, and that the walls are rough enough on the scale of the wavelength to scatter diffusely. The dominant wavelength grows on cooling, so both conditions can fail at low temperature. If several phonon groups $j$ have isotropic speeds $v_j$ and heat capacities $C_j$, and internal scattering is absent, each has the same $\Lambda_{\rm C}$. Equation \eqref{eq:def} then holds with $Cv$ replaced by $\sum_jC_jv_j$. With internal scattering, $\Lambda(\ell_j)$ must be found for each group before summing.

Direction-dependent group velocities change the angular weight and, in general, the factor. Partly mirror-like reflection raises the factor: a smooth face parallel to the axis preserves $\cos\theta$, and $L$ must then be followed back through such reflections to the last diffuse one, which lengthens it. A fin that continues into a substrate of the same crystal along one long face has an opening in place of a diffuse wall there. Phonons can enter and leave through it, and \eqref{eq:result} does not describe that geometry.

\section*{Computed values}
\begin{verbatim}
SQUARE FIN, NO INTERNAL SCATTERING (lengths / a)
Casimir path, closed form: 1.11495
Casimir path, traced 3D average: 1.11503
Casimir path, wall-to-wall diffusion: 1.11496
plain mean chord, cosine law: 1.00000
mean squared axial flight / a^2: 0.74330
section integral / a^3 at 0.5 rad, traced: 0.46600
section integral / a^3 at 0.5 rad, chords: 0.46600
round wire path / diameter: 1.00000
equal-area circle path: 1.12838
circle excess over square: 1.20 %
share of path within 0.1 rad of axis: 12.69 %
WITH INTERNAL SCATTERING
path / ell at ell = 0.02 a, integral: 0.985102
path / ell at ell = 0.02 a, expansion: 0.985102
log slope of deficit, integral: 0.4772
log slope of deficit, 3/(2 pi): 0.4775
ell/a = 1: path/a = 0.5174, inverse-sum rule = 0.5272
ell/a = 10: path/a = 0.9592, inverse-sum rule = 1.0031
ell/a = 100: path/a = 1.0885, inverse-sum rule = 1.1027
ell/a = 1000: path/a = 1.1112, inverse-sum rule = 1.1137
WORKED EXAMPLE
side a: 20 nm
internal free path: 200 nm
heat capacity: 1.0 MJ/(m^3 K)
phonon speed: 5.0 km/s
Casimir free path: 22.30 nm
Casimir conductivity: 37.17 W/(m K)
free path with internal scattering: 19.18 nm
fin conductivity: 31.97 W/(m K)
inverse-sum free path: 20.06 nm
inverse-sum conductivity: 33.44 W/(m K)
inverse-sum error: 4.58 %
bulk conductivity: 333.33 W/(m K)
\end{verbatim}
